The Doppler S Parameter as a Trapping-Weighted Average

**1. Equal rates**

A positron has come to rest in a damaged crystal. While it is free it can annihilate with an electron of the undamaged material, at a rate λ_b, or be captured by a vacancy-type defect, at a rate κ. Suppose that κ = λ_b. The two outcomes are then equally likely at every moment of its free life, so half of all positrons annihilate free and half are captured. If a captured positron cannot escape, it annihilates in the defect, however long that takes.

The annihilation line near 511 keV is then an equal mixture of the bulk line and the defect line. Let S be the number of counts in a fixed central window divided by the number in a fixed wider window. If the wider window accepts the same fraction of both lines,

S = (S_b + S_d)/2.

S_b is the value when all positrons annihilate in the bulk, and S_d the value when all annihilate in the defect. The lifetime in the defect has no influence on this result. For unequal rates the weights become λ_b and κ.

**2. What S measures**

Let an electron-positron pair have total momentum p, with component p_L along the direction of one photon. Take the pair energy as W = 2mc², neglecting binding and kinetic energies. If the photon has energy E₁, the other has energy W − E₁ and momentum p − k₁, where k₁ is the momentum of the first. Its energy and momentum obey

(W − E₁)² = c²p² − 2cp_L E₁ + E₁².

The term E₁² cancels, which leaves

E₁ = (W² − c²p²)/[2(W − cp_L)].

Expanding to second order in cp/W gives

E₁ = mc² + cp_L/2 − c²p_T²/(4mc²),

where p_T is the transverse momentum. For cp = 3.57 keV, twice the valence half-width used below, the last term is at most about 0.006 keV in size. For the Gaussian core part used below, where cp_L has a standard deviation of 5.0 keV, its mean size is about 0.024 keV. Both values are small beside a detector resolution of 1.2 keV. The neglected energies shift each photon by half their size. For valence electrons this is of the same order as the last term, and for the 2p and 2s electrons of silicon it is roughly 0.05 to 0.08 keV, which is larger but still small beside the resolution. The line therefore shows the distribution of p_L, and S is the share of counts at small |p_L|. A vacancy-type defect usually raises S, because a positron in open volume meets fewer core electrons, whose momenta are large, and because the valence electrons it meets there tend to have lower momenta.

**3. The weights from the rate equations**

Let n_b(t) and n_d(t) be the probabilities that a positron is alive at time t in the free state and in a trap. The traps have density C and trapping coefficient μ, so that κ = μC. Assume for now that

- the positron starts free and thermalized;
- μ and C are uniform and constant, and traps are not filled by other positrons;
- no positron escapes from a trap or reaches a surface.

With λ_d the annihilation rate in the trap,

dn_b/dt = −(λ_b + κ)n_b,
dn_d/dt = κn_b − λ_d n_d,

with n_b(0) = 1 and n_d(0) = 0. Define the mean times spent in the two states,

N_b = ∫₀^∞ n_b dt,  N_d = ∫₀^∞ n_d dt.

Both probabilities vanish at late times. Integrating the first equation gives 0 − 1 = −(λ_b + κ)N_b, and the second gives 0 − 0 = κN_b − λ_d N_d. Hence

N_b = 1/(λ_b + κ),  N_d = κ/[λ_d(λ_b + κ)].

A spectrum counts annihilations, so each time must be multiplied by the annihilation rate of its state:

F_b = λ_b N_b = λ_b/(λ_b + κ) = 1 − η,
F_d = λ_d N_d = κ/(λ_b + κ) = η.

These fractions add to one. The rate λ_d has cancelled: a slower annihilation in the trap lengthens the stay there without changing the number of positrons that end there.

The times themselves are different weights. With τ_b = 1/λ_b and τ_d = 1/λ_d, they are N_b = (1 − η)τ_b and N_d = ητ_d. The mean lifetime is their sum, and the share of time spent in traps is

ητ_d/[(1 − η)τ_b + ητ_d].

This equals η for 0 < η < 1 only if τ_d = τ_b, so it must not be used to average S.

**4. From spectra to S**

Let A_b and A_d be the fractions of the two detected lines that fall in the central window, and T_b and T_d the fractions in the total window. Detector blurring acts linearly on a spectrum, so the counts in each window add with weights 1 − η and η. Assume that background has been subtracted and that efficiency, resolution and windows are the same for both lines. Then

S = [(1 − η)A_b + ηA_d]/[(1 − η)T_b + ηT_d].

By definition A_b = T_b S_b and A_d = T_d S_d, which gives

S = [(1 − η)T_b S_b + ηT_d S_d]/[(1 − η)T_b + ηT_d].

If T_b = T_d, the common factor cancels and

S = (1 − η)S_b + ηS_d = (λ_b S_b + κS_d)/(λ_b + κ).

This is the trapping-weighted average. To find the error when T_b and T_d differ, write T = (1 − η)T_b + ηT_d. The true weight of S_d is ηT_d/T, which exceeds η by

η(T_d − T)/T = η(1 − η)(T_d − T_b)/T.

The true S therefore exceeds the simple average by

η(1 − η)(T_d − T_b)(S_d − S_b)/T.

The correction is small when the total window holds nearly the whole of both lines. It need not be small for a narrow window.

**5. Limits and inversion**

For κ ≪ λ_b,

S ≈ S_b + (κ/λ_b)(S_d − S_b),

and the change in S is proportional to the defect density. For κ ≫ λ_b,

S ≈ S_d − (λ_b/κ)(S_d − S_b).

Nearly every positron is then trapped, and S hardly responds to more traps of the same kind. Damage that creates a different kind of trap can still change S.

To recover the density, subtract S_b from the average, and then subtract the average from S_d:

S − S_b = η(S_d − S_b),
S_d − S = (1 − η)(S_d − S_b).

Their ratio is η/(1 − η) = κ/λ_b. Therefore

C = (λ_b/μ)(S − S_b)/(S_d − S).

An implementation should reject or flag values of S outside the interval from S_b to S_d. They can mean noise, a wrong reference value, a change in background or resolution, or a state missing from the model.

If S has a small error ΔS while the references are known, then Δη = ΔS/(S_d − S_b). Differentiating κ = λ_b η/(1 − η) gives Δκ/κ = Δη/[η(1 − η)], so

ΔC/C = ΔS/[(S_d − S_b)η(1 − η)].

At fixed ΔS the relative error is smallest at η = 1/2. For N counts in the total window, each of which lies in the central window with probability S, the binomial counting error is

ΔS = √[S(1 − S)/N].

**6. A silicon example**

The example represents silicon damaged by MeV self-implantation, with divacancy-like traps, measured at 300 K. Rough typical inputs are τ_b = 218 ps, τ_d = 300 ps and μ = 2.0×10⁻⁸ cm³/s. The chosen density is C = 2.0×10¹⁷ cm⁻³. Thus

λ_b = 1/(0.218 ns) = 4.587 ns⁻¹,
κ = (2.0×10⁻⁸ cm³/s)(2.0×10¹⁷ cm⁻³) = 4.0×10⁹ s⁻¹ = 4.000 ns⁻¹,
η = 4.000/(4.587 + 4.000) = 0.4658.

The reference values come from a model line. Valence electrons fill a momentum sphere of radius p_F. Its cross-section at a given p_L has area π(p_F² − p_L²), so the valence line is an inverted parabola. Four free valence electrons per atom give an energy half-width cp_F/2 of 1.785 keV in the bulk; 0.975 times this value, 1.7404 keV, is chosen for the defect. A Gaussian core part of standard deviation 2.50 keV has weight 0.08 in the bulk and 0.06 in the defect. The line is blurred by a Gaussian of full width 1.20 keV at half maximum. With window half-widths of 0.75 and 4.25 keV,

S_b = 0.52159,  S_d = 0.53577,  S_d/S_b = 1.027.

The average is

S = 0.5342×0.52159 + 0.4658×0.53577 ≈ 0.5282, or 0.52819 from unrounded values.

Integrating the rate equations numerically, mixing the two complete spectra and counting in the windows gives 0.52820. Here T_b = 0.99234 and T_d = 0.99425, so the unequal acceptance raises S by only 6.8×10⁻⁶. Weighting by time would put 0.5455 on the defect and give S = 0.52932, which is too high by 0.0011.

A harsher case shows when acceptance matters. Keep η and the bulk line, give the second line the bulk valence width but a core weight of 0.60, and reduce the total half-width to 2.0 keV. Direct counting gives 0.5245, while the simple average gives 0.5206. The formula with T_b and T_d is then needed.

A simulation of individual positrons, with random capture and annihilation times and random photon shifts, gave a trapped fraction of 0.4656. From 3,972,803 counts in the total window it gave S = 0.52842, with a counting error of 0.00025. The inversion yields

C = (2.29×10¹⁷ cm⁻³)(0.52842 − 0.52159)/(0.53577 − 0.52842)
  = 2.13×10¹⁷ cm⁻³.

The expected relative counting error is

0.00025/(0.01418×0.4658×0.5342) = 7.1 %,

so the recovered density agrees with the input within one standard error. This error excludes uncertainty in S_b, S_d, λ_b and μ. If S_b and S_d each carry an independent error of 0.00025 as well, the combined error is about 9 %.

The useful range follows from C = (λ_b/μ)η/(1 − η). A trapped fraction of 0.05 needs 1.2×10¹⁶ cm⁻³, one of 0.50 needs 2.3×10¹⁷ cm⁻³, and one of 0.95 needs 4.4×10¹⁸ cm⁻³. Near either end, small errors in the reference values cause large relative errors in C.

**7. Several traps and escape**

With several trap types, the same integration gives N_b = 1/(λ_b + Σκ_j) and a fraction κ_j N_b annihilating in type j. For equal total-window acceptance,

S = (λ_b S_b + Σκ_j S_j)/(λ_b + Σκ_j).

One measured S cannot determine several κ_j. This matters in annealing: if vacancies join into clusters, C, μ and S_d may all change, and a change in S alone does not give the number of defects removed.

If a trapped positron escapes at rate ν, the integrated equations become

1 = (λ_b + κ)N_b − νN_d,
κN_b = (λ_d + ν)N_d.

The second gives λ_d N_d = κ_eff N_b, with

κ_eff = κλ_d/(λ_d + ν).

Adding the two equations gives λ_b N_b + λ_d N_d = 1, hence N_b = 1/(λ_b + κ_eff). The average keeps its form with κ replaced by κ_eff, and λ_d no longer drops out.

The escape rate follows from detailed balance. In thermal equilibrium without annihilation, with few traps occupied, capture balances escape: μCn_free = νn_trap, where the n are densities of positrons. For one bound orbital of binding energy E_b, with the same spin degeneracy as the free state, Boltzmann statistics gives

n_trap/n_free = C exp(E_b/k_BT)/n_Q,
n_Q = (mk_BT/2πħ²)^(3/2).

Therefore

ν = μn_Q exp(−E_b/k_BT).

Using the free-electron mass at 300 K, a binding energy of 1 eV gives ν = 4.0×10⁻¹⁵ ns⁻¹, which is negligible. The escape rate reaches 1 % of λ_d at E_b of about 0.23 eV, or about 0.25 eV if the positron effective mass is 1.5 times the free mass. There κ_eff is about 1 % below κ. For weaker binding, at this temperature and with this μ, the difference grows, and κ_eff should be used once it matters for the accuracy wanted.

**8. Surface and finite damaged layer**

A positron beam does not sample an infinite uniform solid. Let P(z) be the normalized stopping profile and n(z) the time-integrated density of free positrons. With a constant diffusion coefficient D and no electric field,

Dn″ − [λ_b + κ(z)]n + P(z) = 0.

An absorbing surface requires n(0) = 0, and the flux vanishes at great depth. Integrating over z gives

Dn′(0) + ∫λ_b n dz + ∫κn dz = 1.

The three terms are the surface, bulk and defect fractions f_s, f_b and f_d. For equal window acceptance,

S = f_s S_s + f_b S_b + f_d S_d,

where S_s is the surface value. This also assumes that every positron reaching the surface contributes to the line like the others. Some may instead form positronium and decay into three photons, or leave the sample; the surface weight in S then differs from f_s.

If κ is uniform, the surface fraction has a direct expression. Multiply the diffusion equation by exp(−z/L), with L = √[D/(λ_b + κ)], and integrate the first term by parts twice. Since n(0) = 0, that term becomes

−Dn′(0) + (D/L²)∫n exp(−z/L) dz.

Because D/L² = λ_b + κ, the integral cancels the loss term, leaving

f_s = ∫P(z)exp(−z/L) dz.

For the example take D = 2.5 cm²/s, a 12 keV beam with mean depth 915 nm, and a uniformly damaged layer 2000 nm thick. The profile is P(z) = (2z/z₀²)exp(−z²/z₀²), with z₀ set by the mean depth. The diffusion length is 171 nm in the layer and 233 nm below it. Numerical solution gives f_s = 0.0475, f_b = 0.5221 and f_d = 0.4304. With a rough value S_s = 0.96S_b,

S = 0.52670.

Applying the uniform inversion to this value gives 1.29×10¹⁷ cm⁻³, which is 35 % below the input density. Fewer positrons are trapped than in a uniform solid, because some reach the surface or annihilate below the layer; this explains part of the difference. If S_s equalled S_b, the apparent trapped fraction would be 0.4304 and the inferred density 1.73×10¹⁷ cm⁻³, about 13 % low. The lower surface value accounts for the rest, and the bias depends strongly on this rough input: it is 25 % for S_s = 0.98S_b and 53 % for S_s = 0.92S_b. The finite thickness matters less here; a very thick layer with S_s = 0.96S_b still gives 32 %. Even a surface fraction of a few per cent can thus bias the density noticeably, and the depth equation should be fitted when such a bias matters.

**9. Smaller corrections and the real material**

Capture can deplete the free positrons close to a trap. Around a trap of radius R, steady diffusion gives n(r) = n_∞ − J/(4πDr), where J is the capture rate and annihilation close to the trap is neglected. Setting J = μn(R) and solving for J gives

J = μn_∞/[1 + μ/(4πDR)].

For R = 0.3 nm the added term is 2.1 %. This gives only the order of magnitude. The diffusion picture needs R to exceed the mean free path 3D/v, which is about 7 nm at 300 K, and the thermal wavelength of about 4 nm is also much larger than R. Classical random flights with this mean free path give a reduction of about 1 %. A μ calibrated from measured trapping already includes this effect. Capture before thermalization is also neglected. If it occurred at the thermal rate for 5 ps, its probability would be about κt = 2.0 %; the actual rate for fast positrons may differ.

In implanted silicon, damage varies with depth, several defect types can coexist, and μ depends on defect charge and temperature. The ratio S_d/S_b of a few per cent above one is a reasonable scale for small vacancy defects, but the line shapes here are not a calculation of the divacancy. For fixed κ, the inferred C is inversely proportional to μ: if the true μ is twice the assumed value, the true density is half the quoted one. In this example an error of that size in μ would outweigh the 7.1 % counting error, as does the 35 % bias from surface and layer. The numerical output lists the main values used.

Table of computed values

```
bulk lifetime, rough input: 218 ps
defect lifetime, rough input: 300 ps
bulk annihilation rate: 4.587 ns^-1
atomic density, rough input: 5.0e+22 cm^-3
trapping coefficient, rough input: 2.0e-08 cm^3/s
defect density, input: 2.0e+17 cm^-3
trapping rate: 4.000 ns^-1
trapped fraction eta, formula: 0.4658
trapped fraction, histories: 0.4656
mean lifetime: 256.2 ps
share of time spent in traps: 0.5455
bulk valence half-width: 1.785 keV
defect valence half-width: 1.740 keV
core fractions, bulk and defect: 0.08, 0.06
core standard deviation: 2.50 keV
detector resolution FWHM: 1.20 keV
window half-widths: 0.75, 4.25 keV
total-window fractions T_b, T_d: 0.99234, 0.99425
S_b: 0.52159
S_d: 0.53577
S_d/S_b: 1.0272
S, weighted average: 0.52819
S, mixed full spectrum: 0.52820
S/S_b: 1.0127
S with wrong time weights: 0.52932
S shift from unequal T: 6.8e-06
contrast pair S, direct and simple: 0.5245, 0.5206
simulated counts in total window: 3972803
S, simulated photons: 0.52842
counting error of S: 0.00025
density from simulated S: 2.13e+17 cm^-3
relative counting error of density: 7.1 %
density for eta = 0.05: 1.21e+16 cm^-3
density for eta = 0.50: 2.29e+17 cm^-3
density for eta = 0.95: 4.36e+18 cm^-3
temperature: 300 K
escape rate at 1 eV binding: 4.0e-15 ns^-1
binding for escape = 1% of lambda_d: 0.231 eV
diffusion coefficient, rough: 2.5 cm^2/s
trap radius, rough: 0.3 nm
local depletion mu/(4 pi D R): 2.12 %
thermalization time, rough: 5 ps
kappa times thermalization time: 2.0 %
beam energy: 12 keV
mean implantation depth: 915 nm
damaged layer thickness: 2000 nm
diffusion length, undamaged: 233 nm
diffusion length, damaged: 171 nm
surface, bulk, defect parts: 0.0475, 0.5221, 0.4304
surface S/S_b, rough input: 0.96
S with surface and finite layer: 0.52670
density if these are ignored: 1.29e+17 cm^-3
bias of that density: -35 %
```
